# CASSCF and CASCI dipoles of LiH in a finite electric field: test program

```python
"""
Result under test: for LiH in a uniform field F along z (atomic units),
    CASSCF:                    -dE/dF = <mu_z>
    CASCI on relaxed HF MOs:   -dE/dF = <mu_z> - sum_{p>q} g_pq T_pq
g_pq : derivative of the CASCI energy for mixing orbital p into orbital q
T_pq : field derivative of HF orbital q, projected on HF orbital p
D, G : one- and two-particle density matrices of core plus active orbitals
H(F) = H(0) - F mu_z, so each electron gains +F z and each nucleus -F Z z.
Energy derivatives are four-point differences; dipoles are expectation values.
"""
import numpy as np
from scipy.constants import physical_constants, c as light_speed
from pyscf import gto, scf, mcscf, fci

bond = 3.0
step = 0.0005
central_fields = (0.0, 0.005)
offsets = (-2, -1, 0, 1, 2)
NCORE, NCAS, NELCAS = 1, 2, 2

mol = gto.M(atom=[["H", (0, 0, 0)], ["Li", (0, 0, bond)]],
            unit="Bohr", basis="6-31g", verbose=0)
nmo = mol.nao_nr()
overlap = mol.intor("int1e_ovlp")
h_zero = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
z_ao = mol.intor("int1e_r")[2]
eri_ao = mol.intor("int2e")
nuclear_dipole = float(mol.atom_charges() @ mol.atom_coords()[:, 2])
pi_rows = [k for k, label in enumerate(mol.ao_labels())
           if "px" in label or "py" in label]


def hartree_fock(field):
    """RHF in the field: solver object, total energy, dipole."""
    h_field = h_zero + field * z_ao
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args, **kwargs: h_field
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    dipole = nuclear_dipole - np.sum(mf.make_rdm1() * z_ao)
    return mf, mf.e_tot - field * nuclear_dipole, dipole


def casci(orbitals, field, ncore=NCORE, ncas=NCAS, nelec=NELCAS):
    """CI in the active space: energy, dipole, orbital gradient, occupations."""
    nocc = ncore + ncas
    core, act = slice(0, ncore), slice(ncore, nocc)
    h = orbitals.T @ (h_zero + field * z_ao) @ orbitals
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri_ao, orbitals, orbitals,
                    orbitals, orbitals, optimize=True)
    cc = eri[core, core, core, core]
    e_core = (mol.energy_nuc() - field * nuclear_dipole
              + 2 * np.trace(h[core, core])
              + 2 * np.einsum("iijj->", cc) - np.einsum("ijji->", cc))
    h_act = (h[act, act] + 2 * np.einsum("abii->ab", eri[act, act, core, core])
             - np.einsum("aiib->ab", eri[act, core, core, act]))
    solver = fci.direct_spin1.FCISolver(mol)
    solver.conv_tol = 1e-12
    solver.max_cycle = 200
    pair = (nelec // 2, nelec // 2)
    energy, ci = solver.kernel(h_act, eri[act, act, act, act].copy(),
                               ncas, pair, ecore=e_core)
    d_act, g_act = fci.direct_spin1.make_rdm12(ci, ncas, pair)
    D = np.zeros((nocc, nocc))
    D[core, core] = 2 * np.eye(ncore)
    D[act, act] = d_act
    G = np.einsum("pq,rs->pqrs", D, D) - 0.5 * np.einsum("ps,rq->pqrs", D, D)
    G[act, act, act, act] = g_act
    # the density matrices must reproduce the CI eigenvalue
    e_density = (mol.energy_nuc() - field * nuclear_dipole
                 + np.sum(h[:nocc, :nocc] * D)
                 + 0.5 * np.sum(eri[:nocc, :nocc, :nocc, :nocc] * G))
    assert abs(e_density - energy) < 1e-8
    X = np.zeros((nmo, nmo))
    X[:, :nocc] = h[:, :nocc] @ D + np.einsum(
        "pqrs,iqrs->pi", eri[:, :nocc, :nocc, :nocc], G, optimize=True)
    gradient = 2 * (X - X.T)
    z_mo = orbitals.T @ z_ao @ orbitals
    dipole = nuclear_dipole - np.sum(z_mo[:nocc, :nocc] * D)
    return energy, dipole, gradient, np.linalg.eigvalsh(d_act)[::-1]


def casscf_orbitals(mf, field, start):
    """Optimize core and active orbitals for the CASSCF energy."""
    h_field = h_zero + field * z_ao
    mc = mcscf.CASSCF(mf, NCAS, NELCAS)
    mc.get_hcore = lambda *args, **kwargs: h_field
    mc.conv_tol = 1e-11
    mc.conv_tol_grad = 3e-7
    mc.max_cycle_macro = 30
    mc.kernel(start)
    return mc.mo_coeff


def slope(values):
    """Four-point derivative from values at offsets -2, -1, 0, 1, 2."""
    return (values[0] - 8 * values[1] + 8 * values[3] - values[4]) / (12 * step)


def gradient_norm(g):
    """Norm over rotations that can change the energy."""
    nocc = NCORE + NCAS
    return np.sqrt(np.sum(g[NCORE:, :NCORE]**2)
                   + np.sum(g[nocc:, NCORE:nocc]**2))


debye = 1e-21 / light_speed
to_debye = physical_constants["atomic unit of electric dipole mom."][0] / debye
to_volt = physical_constants["atomic unit of electric field"][0]
print(f"bond length = {bond:.1f} bohr; basis functions = {nmo}")
print(f"difference step = {step:.4f} au; 1 au dipole = {to_debye:.6f} D")
print(f"field 0.005 au = {central_fields[1] * to_volt:.4e} V/m")
print(f"nuclear part of dipole = {nuclear_dipole:.4f} au")

mf_zero = hartree_fock(0.0)[0]
guess = casscf_orbitals(mf_zero, 0.0, mf_zero.mo_coeff)
nocc = NCORE + NCAS

for center in central_fields:
    fields = [center + k * step for k in offsets]
    hf = [hartree_fock(f) for f in fields]
    reference = hf[2][0].mo_coeff
    assert np.max(np.abs(reference[pi_rows, :nocc])) < 1e-6
    hf_orbitals = []
    for mf, _, _ in hf:
        projection = np.diag(reference.T @ overlap @ mf.mo_coeff)
        assert np.all(np.abs(projection[:nocc]) > 0.9)
        hf_orbitals.append(mf.mo_coeff * np.where(projection < 0, -1.0, 1.0))

    guess = casscf_orbitals(hf[2][0], center, guess)
    opt_orbitals = [guess if k == 0 else casscf_orbitals(hf[i][0], fields[i], guess)
                    for i, k in enumerate(offsets)]
    opt = [casci(C, f) for C, f in zip(opt_orbitals, fields)]
    opt_frozen = [casci(guess, f)[0] for f in fields]
    relaxed = [casci(C, f) for C, f in zip(hf_orbitals, fields)]
    frozen = [casci(reference, f)[0] for f in fields]

    hf_slope = -slope([r[1] for r in hf])
    opt_slope = -slope([r[0] for r in opt])
    relaxed_slope = -slope([r[0] for r in relaxed])
    frozen_slope = -slope(frozen)
    hf_dipole, opt_dipole, ci_dipole = hf[2][2], opt[2][1], relaxed[2][1]
    gap = relaxed_slope - ci_dipole

    # orbital term from the analytic gradient and the HF orbital response
    T = reference.T @ overlap @ slope([C[:, :nocc] for C in hf_orbitals])
    g = relaxed[2][2]
    weighted = g[:, :nocc] * T
    active_core = np.sum(weighted[NCORE:nocc, :NCORE])
    virtual_core = np.sum(weighted[nocc:, :NCORE])
    virtual_active = np.sum(weighted[nocc:, NCORE:nocc])
    active_active = weighted[2, 1]
    orbital_term = active_core + virtual_core + virtual_active

    # energy cost of freezing the CASSCF orbitals: second order in the step
    lag_one = opt_frozen[3] - opt[3][0]
    lag_two = opt_frozen[4] - opt[4][0]

    print(f"--- central field {center:.4f} au; dipoles and slopes in au ---")
    print(f"HF: <mu> = {hf_dipole:.6f}, -dE/dF = {hf_slope:.6f}")
    print(f"CASSCF: <mu> = {opt_dipole:.6f}, -dE/dF = {opt_slope:.6f}")
    print(f"CASSCF difference = {opt_slope - opt_dipole:.1e} au")
    print(f"CASCI: <mu> = {ci_dipole:.6f}, -dE/dF relaxed = {relaxed_slope:.6f}")
    print(f"CASCI -dE/dF, frozen orbitals = {frozen_slope:.6f} au")
    print(f"CASCI relaxed difference = {gap:.6f} au = {gap * to_debye:.5f} D")
    print(f"orbital term, sum g*T = {orbital_term:.6f} au")
    print(f"  active-core part = {active_core:.6f} au")
    print(f"  virtual-core part = {virtual_core:.6f} au")
    print(f"  virtual-active part = {virtual_active:.6f} au")
    print(f"HOMO-LUMO response T = {T[2, 1]:.4f} per au field")
    print(f"gradient norm: CASSCF {gradient_norm(opt[2][2]):.1e}, "
          f"CASCI {gradient_norm(g):.5f} hartree")
    print(f"occupations CASSCF = {opt[2][3][0]:.5f}, {opt[2][3][1]:.5f}")
    print(f"occupations CASCI = {relaxed[2][3][0]:.5f}, {relaxed[2][3][1]:.5f}")
    print(f"CASSCF freezing cost: {lag_one:.3e} (1 step), "
          f"{lag_two:.3e} (2 steps) hartree")
    print(f"freezing cost ratio = {lag_two / lag_one:.3f}")

    assert abs(hf_slope - hf_dipole) < 5e-6
    assert gradient_norm(opt[2][2]) < 5e-6
    assert abs(opt_slope - opt_dipole) < 5e-6
    assert abs(frozen_slope - ci_dipole) < 5e-6
    assert abs(gap) > 1e-4
    assert abs(gap + orbital_term) < 5e-6
    assert abs(active_active) < 1e-7
    assert opt[2][0] < relaxed[2][0] < hf[2][1]
    assert abs(lag_two / lag_one - 4) < 0.3

# full CI on the same relaxed HF orbitals, at the last central field
full = [casci(C, f, 0, nmo, 4) for C, f in zip(hf_orbitals, fields)]
full_slope = -slope([r[0] for r in full])
# tolerance set by the iterative CI vector, whose error enters <mu> linearly
assert abs(full_slope - full[2][1]) < 2e-5
assert full[2][0] < opt[2][0]

print("--- energies in hartree: field, CASSCF, CASCI relaxed, CASCI frozen ---")
for i, field in enumerate(fields):
    print(f"{field:.4f}  {opt[i][0]:.10f}  {relaxed[i][0]:.10f}  {frozen[i]:.10f}")
print(f"HF energy at central field = {hf[2][1]:.8f} hartree")
print(f"full CI energy at central field = {full[2][0]:.8f} hartree")
print(f"full CI: <mu> = {full[2][1]:.5f}, -dE/dF = {full_slope:.5f} au")
print(f"CASSCF dipole at central field = {opt_dipole * to_debye:.4f} D")
print("checks complete")
```

Running it gives:

```
bond length = 3.0 bohr; basis functions = 11
difference step = 0.0005 au; 1 au dipole = 2.541746 D
field 0.005 au = 2.5711e+09 V/m
nuclear part of dipole = 9.0000 au
--- central field 0.0000 au; dipoles and slopes in au ---
HF: <mu> = 2.326375, -dE/dF = 2.326375
CASSCF: <mu> = 2.178365, -dE/dF = 2.178363
CASSCF difference = -2.1e-06 au
CASCI: <mu> = 2.312774, -dE/dF relaxed = 2.321997
CASCI -dE/dF, frozen orbitals = 2.312774 au
CASCI relaxed difference = 0.009223 au = 0.02344 D
orbital term, sum g*T = -0.009223 au
  active-core part = 0.000001 au
  virtual-core part = -0.000016 au
  virtual-active part = -0.009208 au
HOMO-LUMO response T = -3.5273 per au field
gradient norm: CASSCF 5.2e-07, CASCI 0.00225 hartree
occupations CASSCF = 1.95995, 0.04005
occupations CASCI = 1.99955, 0.00045
CASSCF freezing cost: 2.839e-06 (1 step), 1.124e-05 (2 steps) hartree
freezing cost ratio = 3.960
--- central field 0.0050 au; dipoles and slopes in au ---
HF: <mu> = 2.405488, -dE/dF = 2.405488
CASSCF: <mu> = 2.292518, -dE/dF = 2.292521
CASSCF difference = 3.5e-06 au
CASCI: <mu> = 2.395247, -dE/dF relaxed = 2.405253
CASCI -dE/dF, frozen orbitals = 2.395247 au
CASCI relaxed difference = 0.010006 au = 0.02543 D
orbital term, sum g*T = -0.010006 au
  active-core part = 0.000001 au
  virtual-core part = -0.000013 au
  virtual-active part = -0.009994 au
HOMO-LUMO response T = -2.8612 per au field
gradient norm: CASSCF 1.7e-06, CASCI 0.00201 hartree
occupations CASSCF = 1.96393, 0.03607
occupations CASCI = 1.99961, 0.00039
CASSCF freezing cost: 2.268e-06 (1 step), 9.008e-06 (2 steps) hartree
freezing cost ratio = 3.971
--- energies in hartree: field, CASSCF, CASCI relaxed, CASCI frozen ---
0.0040  -8.0046033202  -7.9887448803  -7.9887507214
0.0045  -8.0057418067  -7.9899415956  -7.9899455505
0.0050  -8.0068854986  -7.9911422612  -7.9911422612
0.0055  -8.0080342953  -7.9923468356  -7.9923407712
0.0060  -8.0091881018  -7.9935552804  -7.9935410027
HF energy at central field = -7.99101168 hartree
full CI energy at central field = -8.00925123 hartree
full CI: <mu> = 2.27817, -dE/dF = 2.27817 au
CASSCF dipole at central field = 5.8270 D
checks complete
```
